**Absorption-limited Q of a silicon-filled cavity**

For a mode held wholly in a material of constant refractive index \(n\), the program tests \(Q=2\pi n/(\lambda\alpha)=n/(2\kappa)\), where \(\lambda\) is the vacuum wavelength, \(\alpha\) the intensity absorption coefficient and \(\kappa\) the imaginary part of the index. It asserts agreement with complex eigenfrequencies of an L-shaped filled cavity, found by diagonalization, and with the complex resonance of a filled cavity between plane mirrors. For a partly filled cavity, it asserts that the complex resonance agrees with the ratio of stored energy to absorbed power. Further assertions cover the width of the driven resonance, the addition of absorption and mirror leakage, and the replacement of \(n\) by the material group index when the index is dispersive. The output gives \(Q=1.411\times10^7\) for constant index and about \(1.46\times10^7\) for a rough one-oscillator model of dispersion. It also sizes free-carrier absorption, two-photon absorption and thermal shift from rough coefficients; the free-carrier cross-section is per electron–hole pair.

## Numerical verification

```python
# Result under test: a mode held wholly in a weakly absorbing dielectric has
#   Q = 2 pi n / (lambda alpha) = n / (2 kappa)      (constant index n),
# and Q = n_g / (2 kappa) when the index depends on frequency.
# n: refractive index; kappa: its imaginary part; n_g: material group index;
# alpha: intensity absorption coefficient; lambda: vacuum wavelength;
# Gamma: fraction of the electric energy that lies in the absorber.
# Q is Re(omega) / (-2 Im(omega)) for fields varying as exp(-i omega t).
# In the cavity tests frequency is in units of the working frequency omega0
# and length in units of c / omega0.
import numpy as np
import mpmath as mp
from scipy import constants as const

mp.mp.dps = 40


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def quality(freq):
    return mp.re(freq) / (-2 * mp.im(freq))


def complex_mode(condition, guess):
    return mp.findroot(condition, (mp.mpc(guess), guess * mp.mpc(1, -1e-8)))


# Inputs
n = mp.mpf('3.48')
alpha_cm = mp.mpf('0.01')
wavelength_nm = mp.mpf(1550)
wavelength_cm = wavelength_nm * mp.mpf('1e-7')
c_cm = mp.mpf(const.c) * 100
omega = 2 * mp.pi * c_cm / wavelength_cm
frequency = omega / (2 * mp.pi)

# Derived formulas
kappa = alpha_cm * wavelength_cm / (4 * mp.pi)
N = mp.mpc(n, kappa)
lifetime = n / (c_cm * alpha_cm)
Q = 2 * mp.pi * n / (wavelength_cm * alpha_cm)
assert close(Q, mp.mpf('1.4e7'), 0.02)
assert close(omega * lifetime, Q, 1e-12)

# Intensity of a plane wave falls to 1/e over the length 1/alpha
wave = mp.exp(1j * N * omega / c_cm / alpha_cm)
assert close(abs(wave)**2, mp.exp(-1), 1e-12)

# Filled L-shaped cavity with perfect walls: damped wave equation on a grid.
# The loss is a conductivity; alpha comes from the plane wave in the material.
side = 12
cells = [(i, j) for i in range(side) for j in range(side)
         if i < side // 2 or j < side // 2]
place = {cell: m for m, cell in enumerate(cells)}
size = len(cells)
stiffness = 4.0 * np.eye(size)
for (i, j), m in place.items():
    for neighbour in ((i + 1, j), (i - 1, j), (i, j + 1), (i, j - 1)):
        if neighbour in place:
            stiffness[m, place[neighbour]] = -1.0
stiffness /= np.linalg.eigvalsh(stiffness)[0]
nf = float(n)
sigma = 2 * nf * float(kappa)
system = np.block([[np.zeros((size, size)), np.eye(size)],
                   [-stiffness, -sigma / nf**2 * np.eye(size)]])
rates = np.linalg.eigvals(system)
rates = sorted(rates[rates.imag > 0], key=lambda z: z.imag)[:3]
for rate in rates:
    w = rate.imag
    alpha_wave = 2 * w * np.sqrt(nf**2 + 1j * sigma / w).imag
    # tolerance: rounding of eigenvalues against a decay of 1e-8
    assert close(w / (-2 * rate.real), nf * w / alpha_wave, 1e-3)

# Partly filled one-dimensional cavity: silicon, then air, between mirrors
phase = mp.mpf('0.55') * mp.pi
d_si = phase / n
d_air = mp.atan(-mp.tan(phase) / n)


def partly_filled(w):
    return (mp.sin(N * w * d_si) * mp.cos(w * d_air)
            + N * mp.cos(N * w * d_si) * mp.sin(w * d_air))


Q_partial = quality(complex_mode(partly_filled, 1))
amp = mp.sin(phase) / mp.sin(d_air)
E2_si = mp.quad(lambda x: mp.sin(n * x)**2, [0, d_si])
E2_air = mp.quad(lambda x: (amp * mp.sin(x))**2, [0, d_air])
B2 = (mp.quad(lambda x: (n * mp.cos(n * x))**2, [0, d_si])
      + mp.quad(lambda x: (amp * mp.cos(x))**2, [0, d_air]))
electric = n**2 * E2_si + E2_air
assert close(electric, B2, 1e-12)      # equal electric and magnetic energy
Gamma = n**2 * E2_si / electric
Q_power = (electric + B2) / 2 / (2 * n * kappa * E2_si)
assert close(Q_partial, Q_power, 1e-6)
assert close(Q_partial, n / (2 * kappa * Gamma), 1e-6)
assert Q_partial > 1.05 * Q

# Silicon cavity ten half-waves long, with and without a leaking mirror
half_waves = 10
length = half_waves * mp.pi / n
leak = mp.mpf('5e-6')


def round_trip_mode(index, reflectance):
    r = mp.sqrt(reflectance)
    return quality(complex_mode(
        lambda w: r * mp.exp(2j * index * w * length) - 1, 1))


Q_filled = round_trip_mode(N, mp.mpf(1))
Q_leak = round_trip_mode(n, 1 - leak)
Q_total = round_trip_mode(N, 1 - leak)
assert close(Q_filled, Q, 1e-6)
assert close(Q_leak, 2 * mp.pi * half_waves / leak, 1e-5)
assert close(1 / Q_total, 1 / Q_filled + 1 / Q_leak, 1e-6)


# Width at half maximum of the driven resonance
def inverse_response(w):
    return abs(1 - mp.exp(2j * N * w * length))**2


floor = inverse_response(mp.mpf(1))
edge = mp.findroot(lambda w: inverse_response(w) / floor - 2,
                   (1 + 0.4 / Q, 1 + 0.6 / Q))
assert close(2 * (edge - 1), 1 / Q, 1e-5)
linewidth_Hz = frequency / Q
linewidth_pm = wavelength_nm * 1000 / Q

# Dispersion: one oscillator, fitted to n at the working photon energy
photon_eV = mp.mpf(const.h * const.c / const.e) / (wavelength_nm * 1e-9)
oscillator_eV = mp.mpf(4)
strength = (n**2 - 1) * (1 - (photon_eV / oscillator_eV)**2)
damping = (2 * n * kappa * (oscillator_eV**2 - photon_eV**2)**2
           / (strength * oscillator_eV**2 * photon_eV))


def permittivity(energy, width):
    return 1 + strength * oscillator_eV**2 / (
        oscillator_eV**2 - energy**2 - 1j * width * energy)


def clear_index(energy):
    return mp.sqrt(mp.re(permittivity(energy, 0)))


assert close(mp.im(mp.sqrt(permittivity(photon_eV, damping))), kappa, 1e-6)
n_g = mp.diff(lambda e: e * clear_index(e), photon_eV)
Q_dispersive = quality(complex_mode(
    lambda e: e * mp.sqrt(permittivity(e, damping)) - n * photon_eV,
    photon_eV))
assert close(Q_dispersive, n_g / (2 * kappa), 1e-5)
assert Q_dispersive > 1.01 * Q

# Energy density of a travelling wave is intensity * n_g / c
electric_weight = mp.diff(lambda e: e * clear_index(e)**2, photon_eV)
assert close((electric_weight + n**2) / 2, n * n_g, 1e-10)

# Temperature rise that moves the resonance by one linewidth
dn_dT = mp.mpf('1.8e-4')
warming = n_g / (Q_dispersive * dn_dT)
warm_eV = mp.findroot(
    lambda e: e * (clear_index(e) + dn_dT * warming) - n * photon_eV,
    (photon_eV, photon_eV * (1 - mp.mpf('1e-7'))))
assert close(1 - warm_eV / photon_eV, 1 / Q_dispersive, 1e-5)

# Free carriers and two-photon absorption, from rough coefficients
carrier_cm2 = mp.mpf('1.5e-17')
carrier_density = alpha_cm / carrier_cm2
beta_cm_GW = mp.mpf('0.7')
intensity_W = alpha_cm / (beta_cm_GW * mp.mpf('1e-9'))
volume_cm3 = (wavelength_cm / n)**3
energy_J = intensity_W * volume_cm3 * n_g / c_cm
photons = energy_J / (photon_eV * const.e)
absorbed_W = omega * energy_J / Q_dispersive
# the same power from absorption per length times intensity times volume
assert close(absorbed_W, alpha_cm * intensity_W * volume_cm3, 1e-5)


def show(label, value, unit='', digits=4):
    print(f'{label}: {float(value):.{digits}g} {unit}'.rstrip())


show('refractive index n', n)
show('absorption coefficient alpha', alpha_cm, '1/cm')
show('vacuum wavelength', wavelength_nm, 'nm')
show('vacuum wavelength', wavelength_cm, 'cm')
show('optical frequency', frequency / 1e12, 'THz')
show('angular frequency', omega, 'rad/s')
show('imaginary index kappa', kappa)
show('energy lifetime', lifetime * 1e9, 'ns')
show('path in one lifetime', c_cm / n * lifetime, 'cm')
show('2 pi n', 2 * mp.pi * n)
show('lambda times alpha', wavelength_cm * alpha_cm)
show('Q, constant index', Q)
show('Q if alpha were an amplitude coefficient', Q / 2)
show('Q from complex frequency, filled cavity', Q_filled)
show('linewidth', linewidth_Hz / 1e6, 'MHz')
show('linewidth in wavelength', linewidth_pm, 'pm', 3)
show('energy fraction lost per optical cycle', 2 * mp.pi / Q)
show('photon energy', photon_eV, 'eV')
show('model oscillator energy (rough)', oscillator_eV, 'eV')
show('model group index', n_g)
show('Q with dispersion', Q_dispersive)
show('rise of Q by dispersion', 100 * (Q_dispersive / Q - 1), '%', 2)
show('energy fraction in silicon, partly filled cavity', Gamma, '', 3)
show('Q of partly filled cavity', Q_partial)
show('mirror leakage per round trip', leak)
show('length of leaking cavity', half_waves, 'half-waves')
show('Q from mirror leakage alone', Q_leak)
show('Q with absorption and leakage', Q_total)
show('free-carrier cross-section (rough)', carrier_cm2, 'cm2', 2)
show('carrier density giving the same alpha', carrier_density, '1/cm3', 2)
show('two-photon coefficient (rough)', beta_cm_GW, 'cm/GW', 2)
show('intensity for equal two-photon loss', intensity_W / 1e6, 'MW/cm2', 2)
show('mode volume (lambda/n)^3', volume_cm3 * 1e12, 'um3', 3)
show('stored energy at that intensity', energy_J * 1e15, 'fJ', 2)
show('stored photons at that intensity', photons, '', 2)
show('linearly absorbed power there', absorbed_W * 1e9, 'nW', 2)
show('thermo-optic coefficient (rough)', dn_dT, '1/K', 2)
show('warming that shifts by one linewidth', warming * 1000, 'mK', 2)
print('finished without a failed check')
```

Output:

```
refractive index n: 3.48
absorption coefficient alpha: 0.01 1/cm
vacuum wavelength: 1550 nm
vacuum wavelength: 0.000155 cm
optical frequency: 193.4 THz
angular frequency: 1.215e+15 rad/s
imaginary index kappa: 1.233e-07
energy lifetime: 11.61 ns
path in one lifetime: 100 cm
2 pi n: 21.87
lambda times alpha: 1.55e-06
Q, constant index: 1.411e+07
Q if alpha were an amplitude coefficient: 7.053e+06
Q from complex frequency, filled cavity: 1.411e+07
linewidth: 13.71 MHz
linewidth in wavelength: 0.11 pm
energy fraction lost per optical cycle: 4.454e-07
photon energy: 0.7999 eV
model oscillator energy (rough): 4 eV
model group index: 3.613
Q with dispersion: 1.465e+07
rise of Q by dispersion: 3.8 %
energy fraction in silicon, partly filled cavity: 0.889
Q of partly filled cavity: 1.587e+07
mirror leakage per round trip: 5e-06
length of leaking cavity: 10 half-waves
Q from mirror leakage alone: 1.257e+07
Q with absorption and leakage: 6.646e+06
free-carrier cross-section (rough): 1.5e-17 cm2
carrier density giving the same alpha: 6.7e+14 1/cm3
two-photon coefficient (rough): 0.7 cm/GW
intensity for equal two-photon loss: 14 MW/cm2
mode volume (lambda/n)^3: 0.0884 um3
stored energy at that intensity: 0.15 fJ
stored photons at that intensity: 1.2e+03
linearly absorbed power there: 13 nW
thermo-optic coefficient (rough): 0.00018 1/K
warming that shifts by one linewidth: 1.4 mK
finished without a failed check
```
